# Chemical Diffusivity of Reduced Ceria from Coupled Vacancies and Electrons

## Result and model

When undoped ceria, CeO\(_{2-\delta}\), loses oxygen, each missing atom leaves a vacancy of charge \(+2e\) and two electrons. A gradient of the oxygen deficit relaxes with the chemical diffusivity

\[
\tilde D=\frac{3D_vD_e}{D_e+2D_v},\qquad \tilde D\to 3D_v\quad\text{for } D_e\gg 2D_v .
\tag{1}
\]

Here \(D_v\) and \(D_e\) are the diffusivities of vacancies and electrons. The factor three is thus the limit of fast electrons.

The model is one-dimensional. The vacancy density is \(c\), the electron density is \(n\), and a prime denotes \(d/dx\). The electrons are small polarons, which hop between cerium ions. Both defects are dilute, ideal and unpaired, and there are no dopants. The elementary charge \(e\) is positive, \(\phi\) is the electrostatic potential, and \(\psi=e\phi/kT\). A defect pulled by a force \(f\) drifts at the mean velocity \(Df/kT\), which is the Einstein relation; \(D_v\) and \(D_e\) are taken as constants.

## First derivation: solve for the internal field

The force on a vacancy is \(-2e\phi'=-2kT\psi'\), so its drift velocity is \(-2D_v\psi'\). An electron feels \(+e\phi'=kT\psi'\) and drifts at \(+D_e\psi'\). Adding diffusion to drift gives the number fluxes

\[
J_v=-D_v(c'+2c\psi'),\qquad J_e=-D_e(n'-n\psi').
\tag{2}
\]

Two conditions fix \(n\) and \(\psi'\).

**Neutrality.** Poisson's equation, with permittivity \(\varepsilon\), is \(\varepsilon\phi''=-e(2c-n)\). The Debye length \(\lambda\) contains the sum of squared charge numbers times densities, here \(4c+n=4c+2c=6c\):

\[
\lambda^2=\frac{\varepsilon kT}{6e^2c},\qquad 2c-n=-\frac{\varepsilon kT}{e^2}\psi''=-6c\lambda^2\psi''.
\tag{3}
\]

Relative to \(2c\), the imbalance has the size \(3\lambda^2|\psi''|\). If \(\psi\) changes by about one over a length \(\ell\), this scales as \(\lambda^2/\ell^2\), with a numerical factor that depends on the profile. For \(\ell\gg\lambda\) one may therefore set \(n=2c\) in the fluxes. The field survives this step: it is a small charge imbalance divided by a small \(\lambda^2\), and it must be found from the second condition.

**Zero current.** The electric current density is \(i=e(2J_v-J_e)\). Charge conservation and neutrality make \(i\) uniform along \(x\), but not yet zero. It vanishes because the surfaces exchange neutral oxygen: an atom that leaves creates one vacancy and two electrons, and no net charge crosses the surface. Hence \(J_e=2J_v\). A sample with electrodes and an external circuit would need a separate treatment.

With \(n=2c\) and \(n'=2c'\), the condition \(2J_v=J_e\) reads

\[
-2D_v(c'+2c\psi')=-D_e(2c'-2c\psi').
\]

Divide by \(-2\) and collect the terms in \(\psi'\):

\[
D_vc'+2D_vc\psi'=D_ec'-D_ec\psi'
\quad\Rightarrow\quad
c\psi'=\frac{D_e-D_v}{D_e+2D_v}\,c' .
\tag{4}
\]

Insert this into the vacancy flux:

\[
J_v=-D_v\left[1+\frac{2(D_e-D_v)}{D_e+2D_v}\right]c'
=-D_v\,\frac{D_e+2D_v+2D_e-2D_v}{D_e+2D_v}\,c'
=-\frac{3D_vD_e}{D_e+2D_v}\,c'.
\]

This is Fick's law with the diffusivity (1).

The signs have a direct meaning. If \(D_e>D_v\), the electrons tend to run ahead toward the region of low \(c\) and leave the region of high \(c\) slightly positive. The field then points down the concentration gradient. It pushes the vacancies forward and holds the electrons back. For very fast electrons (4) becomes \(c\psi'=c'\), so the vacancy flux consists of \(-D_vc'\) from diffusion and \(-2D_vc'\) from drift. The sum is \(-3D_vc'\).

Although the drift term in (2) is a product of density and field, (4) turns it into a constant times \(c'\). The coefficient \(\tilde D\) does not depend on \(c\), and the deficit obeys the linear equation \(\partial c/\partial t=\tilde D\,\partial^2c/\partial x^2\) even for large steps of composition, within this ideal model.

## Second derivation: force and friction on a neutral group

The same result follows without calculating the field. Consider a group of one vacancy and two electrons. The carriers need not be bound or close together; the group is a way of counting. Since \(J_e=2J_v\) and \(n=2c\), the mean velocities are equal:

\[
\frac{J_e}{n}=\frac{2J_v}{2c}=\frac{J_v}{c}\equiv w .
\]

The electric forces on the group add to \(2eE-2eE=0\), where \(E=-\phi'\). What drives it is the change of free energy with position.

Let \(N_O\) and \(N_{Ce}\) be the densities of oxygen and cerium sites. For dilute defects placed at random, the free energy per volume is

\[
f=gc+kT\left[c\left(\ln\frac{c}{N_O}-1\right)+n\left(\ln\frac{n}{N_{Ce}}-1\right)\right],
\]

where the constant \(g\) collects the energy and the local entropy of one group. Put \(n=2c\) and differentiate. Each term \(y(\ln y-1)\) has the derivative \(\ln y\), and \(dn/dc=2\), so the free energy needed to add one group is

\[
\mu=\frac{df}{dc}=g+kT\left[\ln\frac{c}{N_O}+2\ln\frac{2c}{N_{Ce}}\right],
\qquad
\frac{d\mu}{dc}=\frac{3kT}{c}.
\tag{5}
\]

The three is now a count of particles: each group brings three independently placed defects, and each contributes \(kT\ln c\) to \(\mu\).

Moving a group by \(dx\) changes the free energy by \(\mu'dx\), so the driving force is \(-\mu'\). In steady drift it balances the friction on one vacancy and two electrons:

\[
-\mu'=w\left(\frac{kT}{D_v}+\frac{2kT}{D_e}\right).
\tag{6}
\]

With \(\mu'=3kTc'/c\) and \(J_v=cw\),

\[
J_v=-\frac{3c'}{1/D_v+2/D_e}=-\frac{3D_vD_e}{D_e+2D_v}\,c',
\]

which is (1) again. Fast electrons add negligible friction, but they still contribute two thirds of the driving force.

Equation (5) also gives the equilibrium with the gas. Removing one lattice oxygen creates a group and half an O\(_2\) molecule, so \(\mu+\tfrac12kT\ln p\) is constant at fixed temperature, with \(p\) the oxygen pressure. Thus \(3\ln c+\tfrac12\ln p\) is constant and

\[
c\propto p^{-1/6}.
\tag{7}
\]

## What each derivation assumes

Both derivations need neutrality on the scale of the gradient, zero current, and independent friction for the two species. They differ in where ideality enters. In the first it is in the diffusion terms \(-D_vc'\) and \(-D_en'\) from the start. In the second it enters through \(f\) alone, while (6) holds for any \(\mu(c)\) as long as the friction law does. The second is therefore the convenient one for corrections to the free energy. The first supplies the diffusion potential and, because it keeps Poisson's equation in view, shows how the result fails in thin films.

The second route extends easily to a vacancy of charge \(+ze\). Then \(n=zc\), the group has \(1+z\) members, and its friction is \(kT(1/D_v+z/D_e)\). The result is

\[
\tilde D_z=\frac{(1+z)D_vD_e}{D_e+zD_v}.
\tag{8}
\]

Singly charged vacancies would give a factor of two with fast electrons.

Now add fixed acceptors of charge \(-e\) and density \(A\), so that \(n=2c-A\). Since \(dn/dc\) is still 2, the factor multiplying \(kT/c\) in \(d\mu/dc\) becomes

\[
\frac{c}{kT}\frac{d\mu}{dc}=c\left(\frac1c+\frac{2}{n}\frac{dn}{dc}\right)=1+\frac{4c}{n}.
\]

The velocities are no longer equal: the vacancies move at \(J_v/c\) and the electrons at \(2J_v/n\). Force balance then reads

\[
-\mu'=J_vkT\left(\frac{1}{cD_v}+\frac{4}{nD_e}\right),
\]

and solving for \(J_v\) gives

\[
\tilde D=D_v\left(1+\frac{4c}{n}\right)t_e,\qquad t_e=\frac{nD_e}{nD_e+4cD_v}.
\tag{9}
\]

The quantity \(t_e\) is the electronic share of the conductivity, because each species conducts in proportion to its squared charge times its density times its diffusivity. For \(A=0\), (9) returns to (1). For heavy acceptor doping, \(n\ll c\), the factor can far exceed three. If in addition \(nD_e\ll4cD_v\), then \(t_e\approx nD_e/(4cD_v)\) and \(\tilde D\to D_e\): the few electrons set the pace.

## Limits and a test of the coupling

For \(D_e=D_v\), (4) gives no field and (1) gives \(\tilde D=D_v\). For \(D_e\ll2D_v\), \(\tilde D\to3D_e/2\): the vacancies must wait for the electrons.

In a film much thinner than \(\lambda\) the coupling is lost. Suppose the electrons have already spread evenly, while the vacancy density still deviates from its mean \(c\) by a small amount \(u=a\cos(\pi x/\ell)\) across the thickness \(\ell\). The charge imbalance is then \(2u\). Integrating (3) from a face, where the field vanishes, gives \(\psi'=-a\ell\sin(\pi x/\ell)/(3\pi c\lambda^2)\). The ratio of drift to diffusion in the vacancy flux is

\[
\frac{2c\psi'}{u'}=\frac{2\ell^2}{3\pi^2\lambda^2},
\]

which is small. The vacancies diffuse with \(D_v\) alone. This is a limit of the continuum equations: at the defect density of the slab below, \(\lambda\) is about 3 nm, and a film of a tenth of that would be thinner than a unit cell. The coupling is already weak at \(\ell=\lambda\). For fast electrons and a small cosine variation, the linearized equations give \(\tilde D/D_v=1+4/(2+6\pi^2\lambda^2/\ell^2)\), which is 1.07 there. Such a film would be about six unit cells thick, but still thinner than the bulk mean distance of about 4 nm from a randomly placed vacancy to the nearest other one, so a smooth defect density is at best a rough picture of it.

These statements were tested by integrating (2) with the two continuity equations and Poisson's equation in a closed film, with neither local neutrality nor \(J_e=2J_v\) imposed during the motion. The closed faces require only that the current of the defects and the displacement current cancel. The initial density was \(1+0.5\cos(\pi x/L)\) times its mean, and the decay rate of the cosine component gave \(\tilde D\). The film was \(200\lambda\) thick, with \(\lambda\) from (3) at the mean density; the same unit of length is kept in the variants below the table.

| \(D_e/D_v\) | \(\tilde D/D_v\), integrated | Equation (1) |
|---:|---:|---:|
| 0.2 | 0.2726 | 0.2727 |
| 1 | 0.9997 | 1.0000 |
| 20 | 2.7254 | 2.7273 |
| 10000 | 2.9969 | 2.9994 |

The differences are below 0.1 % of the formula. With singly charged vacancies and \(D_e/D_v=10^4\) the integration gave 1.9977, close to two. With acceptors at half the mean vacancy density, \(D_e/D_v=10^3\) and a variation of 1 %, it gave 3.6531 against 3.6569 from (9). The variation was kept small there because (9) depends on \(c\). In a film of 0.1 Debye length, at the same ratio of diffusivities and without acceptors, the result was 1.0003: the factor three had vanished. The linearized equations give 1.0007 there; the difference is about the size of the 0.03 % shortfall in the row \(D_e=D_v\) of the table.

## A 5 mm slab at 1273 K

The inputs are rough typical values for ceria: \(D_v=10^{-5}\) cm²/s, electron mobility \(10^{-2}\) cm²/Vs, relative permittivity 25 and cubic lattice constant 0.541 nm. The slab is reduced from \(\delta=0.8\times10^{-4}\) to \(1.2\times10^{-4}\). There are \(\delta\) vacancies per cerium ion, so at the mean \(\delta=10^{-4}\) the cerium density of \(2.526\times10^{22}\) cm⁻³ gives \(c=2.526\times10^{18}\) cm⁻³.

At this temperature \(kT=0.1097\) eV. The Einstein relation gives

\[
D_e=10^{-2}\times0.1097=1.097\times10^{-3}\ \text{cm}^2/\text{s},
\qquad \frac{D_e}{D_v}=109.7 .
\]

Equation (1) then yields

\[
\frac{\tilde D}{D_v}=\frac{3\times109.7}{111.7}=2.946,\qquad
\tilde D=2.95\times10^{-5}\ \text{cm}^2/\text{s}=2.95\times10^{-9}\ \text{m}^2/\text{s}.
\]

The finite electron mobility costs 1.8 % of the limiting factor three.

Integrating (4) between two places with the initial and final deficits gives the diffusion potential

\[
\Delta\phi=\frac{kT}{e}\,\frac{D_e-D_v}{D_e+2D_v}\ln\frac{1.2}{0.8}
=109.7\ \text{mV}\times0.973\times0.405=43\ \text{mV},
\]

with the more reduced side positive. By the ideal relation (7), the oxygen pressure must fall by the factor \(1.5^6=11.4\); the Coulomb correlation estimated below would reduce this to about 9.

If both faces are held at the new composition, the slowest deviation has the form \(\sin(\pi x/L)\,e^{-t/\tau}\), which vanishes at \(x=0\) and \(x=L\). The diffusion equation gives \(1/\tau=\tilde D\pi^2/L^2\), so

\[
\tau=\frac{L^2}{\pi^2\tilde D}
=\frac{(0.5\ \text{cm})^2}{\pi^2\times2.946\times10^{-5}\ \text{cm}^2/\text{s}}
=860\ \text{s},
\]

or 14 minutes. Using \(D_v\) in place of \(\tilde D\) would give about 2500 s. Conversely, with fixed face compositions the time constant of the late exponential decay yields \(\tilde D\). The time at which the mean deviation has fallen to \(1/e\) is shorter, about 680 s here, because faster modes contribute at first. To obtain \(D_v\), \(\tilde D\) must be divided by about three if the ceria is nearly free of acceptors; with 100 ppm of them per cerium, (9) varies from 6.0 to 4.3 across the step (4.8 at the mean deficit), and the late decay is governed by the final deficit, so the divisor is 4.3.

## Size of the neglected effects

**Surface exchange.** Real faces do not reach the new composition at once. Let the outward flux of the deviation \(u\) be \(ku\) at a face, with the rough value \(k=10^{-3}\) cm/s. Measure \(x\) from the midplane and take \(u=\cos(2\beta x/L)\,e^{-t/\tau}\). The condition \(-\tilde Du'=ku\) at \(x=L/2\) becomes \((2\beta\tilde D/L)\sin\beta=k\cos\beta\), or

\[
\beta\tan\beta=\frac{kL}{2\tilde D}=8.49,\qquad \beta=1.4065,\qquad
\tau=\frac{(L/2)^2}{\beta^2\tilde D}\approx1070\ \text{s}.
\]

This is 25 % longer than with fixed face compositions. Surface exchange changes the time, not \(\tilde D\); reading the longer time with the simple formula would underestimate \(\tilde D\).

**Coulomb correlation.** Each defect attracts a cloud of opposite charge. In the Debye–Hückel limiting law the cloud produces the potential \(-qe/(4\pi\varepsilon\lambda)\) at a defect of charge \(qe\). Define \(l_B=e^2/(4\pi\varepsilon kT)=0.525\) nm. The interaction energy per volume, with the factor one half for pairs, is \(-\tfrac12(6c)kT\,l_B/\lambda\). If all charges are scaled by \(s\), this energy \(U\) scales as \(s^3\), since \(1/\lambda\) grows as \(s\). The charging work is \(\int_0^1(2/s)Us^3ds=2U/3\), so

\[
f_C=-\frac{2kT\,c\,l_B}{\lambda}\propto c^{3/2}.
\]

For a power \(3/2\), \(c\,d^2f_C/dc^2=\tfrac34f_C/c\). The factor three is the ideal value of \((c/kT)\,d^2f/dc^2\), so it becomes

\[
3-\frac{3l_B}{2\lambda}.
\]

At \(\delta=10^{-4}\), \(\lambda=3.16\) nm and the factor falls by 8.3 %. The vacancy–electron coupling \(2l_B/\lambda\) is already 0.33, and short-range terms beyond the limiting law shift this figure by about one percentage point either way. At \(\delta=10^{-3}\), \(\lambda=1.00\) nm and the fall is 26 %. There \(\lambda\) is less than two lattice constants, so the limiting law gives only the order of magnitude, and the estimate serves as a warning rather than a correction. Any change of mobility by correlation is left out.

**Pairing.** Suppose a vacancy binds one electron on any of its four cerium neighbours with an assumed energy of 0.3 eV. With densities counted per cerium ion, the pair density is \(P=Kcn\), where \(K=4e^{0.3/0.1097}\approx62\). A pair has charge \(+e\), so neutrality is \(n=2c+P\), which gives \(n=2c/(1-Kc)\). Let the pairs be immobile and the electrons fast. Only the free vacancies then carry the deficit, with the flux \(J_v=-D_vc\,d\ln(cn^2)/dx\) driven by the gradient of \(\mu\), while the stored deficit is \(c+P\). Dividing \(-J_v\) by the gradient of \(c+P\) gives

\[
\frac{\tilde D}{D_v}=c\,\frac{d\ln(cn^2)/dc}{d(c+P)/dc}
\approx\frac{3+2Kc}{1+4Kc}\approx3-10Kc .
\]

With \(Kc\approx0.006\) the factor falls by 2.0 %. Pairing is partly the same attraction as the Coulomb correlation, so the two estimates should not be added.

**Impurities and site blocking.** Acceptors at 10 ppm of cerium make \(n=1.9c\), and (9) raises \(\tilde D\) by 3.4 %. Excluding double occupation of sites replaces \(\ln(c/N_O)\) by \(\ln[y/(1-y)]\) with \(y=\delta/2\), and similarly for electrons with occupation \(2\delta\). The factor becomes \(1/(1-\delta/2)+2/(1-2\delta)\), an increase of 0.015 % at fixed mobilities. A numerical count of arrangements on a finite lattice gives 3.0004; its last digit depends on the lattice size, and the limit for a large lattice is 3.00045, the value of the formula.

For this slab, with \(\delta=10^{-4}\), 10 ppm of acceptors and the assumed binding energy of 0.3 eV, the 8 % Coulomb term is the largest of the estimated corrections to \(\tilde D\), though the uncertainty of the rough input \(D_v\) may well be larger. The order depends on the binding energy: at about 0.47 eV the pairing correction would be as large as the Coulomb term. Such a value is not excluded: point charges at the nearest cerium distance of 0.234 nm, with permittivity 25, attract with 0.49 eV. Purity matters as well: by (9), about 23 ppm of acceptors would raise \(\tilde D\) by as much as the Coulomb term lowers it. Besides very thin films and samples with an external circuit, two situations of practical interest lie outside (1). Strongly reduced ceria has interacting defects, and the rough estimate at \(\delta=10^{-3}\) suggests how early this matters. Ceria electrolytes are deliberately acceptor-doped, so \(n\) can be far below \(2c\); then (9) replaces (1) as long as the doping is dilute and pairing is weak, and with the present diffusivities its electron-limited value is \(D_e\approx110D_v\) instead of \(3D_v\). With immobile pairs and the binding energy of 0.3 eV, pairing would already lower this value to about \(84D_v\) at 1 % doping. Both figures are limits for \(n\ll2\times10^{-4}\) per cerium at this doping; at \(n=2\times10^{-4}\) they are about \(53D_v\) without pairs and \(40D_v\) with them. At a doping of about 10 %, common in electrolytes, the defects are no longer dilute. The pairing constant assumed above would bind about three quarters of the electrons to vacancies, so the ideal value is not a prediction for such a material. The numerical output follows.

## Numbers as computed

```
Full transport equations, film 200 Debye lengths thick
De/Dv=0.2: Dchem/Dv simulated 0.2726, formula 0.2727
De/Dv=1: Dchem/Dv simulated 0.9997, formula 1.0000
De/Dv=20: Dchem/Dv simulated 2.7254, formula 2.7273
De/Dv=10000: Dchem/Dv simulated 2.9969, formula 2.9994
Vacancy charge +1, De/Dv=1e4: Dchem/Dv simulated 1.9977
Acceptors A=0.5c, De/Dv=1e3: simulated 3.6531, formula 3.6569
Film 0.1 Debye length thick, De/Dv=1e3: simulated 1.0003
Thermodynamic factor from counting: 3.0004
Worked example: inputs
T = 1273 K, kT = 0.1097 eV
Dv = 1.0e-05 cm2/s, electron mobility = 1.0e-02 cm2/Vs
Slab thickness = 5.0 mm, relative permittivity = 25
delta from 8.0e-05 to 1.2e-04, mean 1.0e-04 per Ce
Lattice constant = 0.541 nm
Worked example: results
Ce density = 2.526e+22 cm^-3
Mean vacancy density = 2.526e+18 cm^-3
De = 1.097e-03 cm2/s, De/Dv = 109.7
Electronic share of conductivity = 0.9821
Dchem = 2.946e-05 cm2/s = 2.946e-09 m2/s
Dchem/Dv = 2.9463
Potential, high-delta minus low-delta side = 43.3 mV
O2 pressure must fall by a factor 11.39
Relaxation time L^2/(pi^2 Dchem) = 860 s = 14.3 min
Same with Dv in place of Dchem = 2533 s
Neglected effects
Bjerrum length e^2/(4 pi eps kT) = 0.525 nm
delta=1e-04: Debye length 3.16 nm, Coulomb change of factor 3: -8.3 %
delta=1e-03: Debye length 1.00 nm, Coulomb change of factor 3: -26.3 %
Slab thickness/Debye length = 1.58e+06
Finite electron mobility: -1.79 %
Pairing at 0.3 eV: paired share 1.21 %, factor 3 changes -2.0 %
Acceptors at 10 ppm of Ce: Dchem changes +3.4 %
Site blocking: factor 3 changes +0.015 %
Surface coefficient k = 1.0e-03 cm/s, kL/(2 Dchem) = 8.49, beta = 1.4065
Relaxation time with surface exchange = 1072 s (+25 %)
```
